# RHF Stability Matrices and Fukutome's Eight Symmetry Classes: a program that tests the result

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: around a real closed-shell RHF determinant the energy is,
to second order, a sum of independent quadratic forms
    real singlet       D + 4(ai|bj) - (ab|ij) - (aj|bi)
    real triplet       D            - (ab|ij) - (aj|bi)
    imaginary singlet  D            - (ab|ij) + (aj|bi)
    imaginary triplet  the same matrix as the imaginary singlet
with D = orbital-energy difference, i,j occupied, a,b virtual orbitals.
A rotation is Z = (s 1 + t.sigma)/sqrt(2), s and t complex.
The determinants reached are sorted by their invariance under spin rotation
and time reversal into eight classes (TICS, CCW, ASCW, ASDW, ASW, TSCW,
TSDW, TSW).
Density matrices are stored as P[spin, orbital, spin, orbital] in a real
orthonormal orbital basis. Energies are in hartree.
"""
import itertools
from collections import Counter
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


class System:
    """RHF solution and its integrals in the basis of its own orbitals."""

    def __init__(self, atoms, basis, pi_x_pair=False):
        mol = gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)
        mf = scf.RHF(mol)
        mf.conv_tol = 1e-12
        mf.conv_tol_grad = 1e-8
        mf.max_cycle = 200
        labels = mol.ao_labels()
        self.px = [k for k, text in enumerate(labels) if "px" in text]
        self.py = [k for k, text in enumerate(labels) if "py" in text]
        start = np.array(mf.get_init_guess())
        if pi_x_pair:  # put both pi electrons into the x orbital
            start[self.py, :] = 0
            start[:, self.py] = 0
            start[np.ix_(self.px, self.px)] *= 2
        mf.kernel(dm0=start)
        assert mf.converged
        self.mol = mol
        self.C = np.array(mf.mo_coeff)
        self.S = mol.intor("int1e_ovlp")
        self.eps = np.array(mf.mo_energy)
        self.nocc = mol.nelectron // 2
        self.n = self.C.shape[1]
        self.e_rhf = mf.e_tot
        self.e_nuc = mol.energy_nuc()
        self.h = self.C.T @ mf.get_hcore() @ self.C
        self.eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"),
                             self.C, self.C, self.C, self.C, optimize=True)

    def fock_energy(self, P):
        """General (spinor) Fock matrix and total energy of a determinant."""
        D = P[0, :, 0, :] + P[1, :, 1, :]
        J = np.einsum("pqrs,sr->pq", self.eri, D)
        F = -np.einsum("psrq,asbr->apbq", self.eri, P, optimize=True)
        for spin in (0, 1):
            F[spin, :, spin, :] += self.h + J
        energy = 0.5 * (np.einsum("pq,qp->", self.h, D)
                        + np.einsum("apbq,bqap->", F, P))
        return F, energy.real + self.e_nuc

    def energy(self, P):
        return self.fock_energy(P)[1]

    def residual(self, P):
        m = 2 * self.n
        F = self.fock_energy(P)[0].reshape(m, m)
        Q = P.reshape(m, m)
        return np.linalg.norm(F @ Q - Q @ F)

    def stability(self):
        o, v = slice(0, self.nocc), slice(self.nocc, self.n)
        size = self.nocc * (self.n - self.nocc)
        vovo = self.eri[v, o, v, o]
        direct = vovo.reshape(size, size)
        exch_b = vovo.transpose(0, 3, 2, 1).reshape(size, size)
        exch_a = self.eri[v, v, o, o].transpose(0, 2, 1, 3).reshape(size, size)
        gap = np.diag((self.eps[v, None] - self.eps[None, o]).ravel())
        A1, B1 = gap + 2 * direct - exch_a, 2 * direct - exch_b
        A3, B3 = gap - exch_a, -exch_b
        return {"real singlet": A1 + B1, "real triplet": A3 + B3,
                "imag singlet": A1 - B1, "imag triplet": A3 - B3}


def density(columns, n):
    Q = np.linalg.qr(columns)[0]
    return (Q @ Q.conj().T).reshape(2, n, 2, n)


def rotated(s, t):
    """Determinant obtained from the closed shell by the rotation (s, t)."""
    nvirt, nocc = s.shape
    n = nvirt + nocc
    Z = (np.einsum("ai,xy->xayi", s, np.eye(2))
         + np.einsum("kai,kxy->xayi", t, SIGMA)) / np.sqrt(2)
    C = np.zeros((2, n, 2, nocc), complex)
    for spin in (0, 1):
        C[spin, :nocc, spin, :] = np.eye(nocc)
    C[:, nocc:, :, :] = Z
    return density(C.reshape(2 * n, 2 * nocc), n)


def collinear(alpha, beta):
    n, na = alpha.shape
    C = np.zeros((2 * n, na + beta.shape[1]), complex)
    C[:n, :na] = alpha
    C[n:, na:] = beta
    return density(C, n)


CLASS = {(3, True, True): "TICS", (3, False, False): "CCW",
         (1, True, True): "ASCW", (1, False, True): "ASDW",
         (1, False, False): "ASW", (0, True, True): "TSCW",
         (0, False, True): "TSDW", (0, False, False): "TSW"}


def signature(P):
    """(number of free spin-rotation axes, invariance under time reversal,
    invariance under time reversal times some spin rotation)"""
    n = P.shape[1]
    full = P.reshape(2 * n, 2 * n)
    comm = []
    for k in range(3):
        G = np.kron(SIGMA[k], np.eye(n))
        comm.append((G @ full - full @ G).ravel())
    comm = np.array(comm)
    gram = (comm.conj() @ comm.T).real
    axes = int(np.sum(np.linalg.eigvalsh(gram) < 1e-9))
    P0 = 0.5 * (P[0, :, 0, :] + P[1, :, 1, :])
    M = 0.5 * np.einsum("apbq,kba->kpq", P, SIGMA).reshape(3, -1)
    M_rev = -M.conj()
    charge_ok = np.linalg.norm(P0 - P0.conj()) < 1e-5
    plain = charge_ok and np.linalg.norm(M_rev - M) < 1e-5
    # best proper rotation carrying the reversed spin part back onto M
    U, _, Vt = np.linalg.svd((M_rev @ M.conj().T).real)
    sign = np.linalg.det(Vt.T @ U.T)
    R = Vt.T @ np.diag([1, 1, sign]) @ U.T
    combined = charge_ok and np.linalg.norm(R @ M_rev - M) < 1e-5
    return axes, bool(plain), bool(combined)


# ---- general test: water with two unequal bonds ---------------------------
water = System("O 0 0 0; H 0.96 0 0; H -0.30 1.00 0", "6-31g")
mats = water.stability()
nv, no = water.n - water.nocc, water.nocc


def quadratic(s, t):
    def form(name, vec):
        return vec.ravel() @ mats[name] @ vec.ravel()
    value = form("real singlet", s.real) + form("imag singlet", s.imag)
    for tk in t:
        value += form("real triplet", tk.real) + form("imag triplet", tk.imag)
    return value


def second_order(s, t, step=0.01):
    def E(x):
        return water.energy(rotated(x * s, x * t))
    d2 = (16 * (E(step) + E(-step)) - E(2 * step) - E(-2 * step)
          - 30 * E(0.0)) / (12 * step**2)
    return 0.5 * d2


assert abs(water.energy(rotated(np.zeros((nv, no)), np.zeros((3, nv, no))))
           - water.e_rhf) < 1e-8
worst = 0.0
for case in ["real singlet", "imag singlet", "real triplet", "imag triplet",
             "mixed", "mixed"]:
    s = np.zeros((nv, no), complex)
    t = np.zeros((3, nv, no), complex)
    phase = 1j if case.startswith("imag") else 1.0
    if case == "mixed":
        s = rng.normal(size=s.shape) + 1j * rng.normal(size=s.shape)
        t = rng.normal(size=t.shape) + 1j * rng.normal(size=t.shape)
    elif case.endswith("singlet"):
        s = phase * rng.normal(size=s.shape)
    else:
        t = phase * rng.normal(size=t.shape)
    norm = np.sqrt(np.sum(abs(s)**2) + np.sum(abs(t)**2))
    s, t = s / norm, t / norm
    numeric, formula = second_order(s, t), quadratic(s, t)
    worst = max(worst, abs(numeric - formula))
# finite-difference truncation and rounding stay well below this bound
assert worst < 2e-6
print("WATER, 6-31G, bonds 0.96 and %.3f angstrom" % np.hypot(0.30, 1.00))
print("mixed rotation, E2 from energies: %.7f hartree" % numeric)
print("mixed rotation, E2 from matrices: %.7f hartree" % formula)
print("largest deviation, six rotations: %.1e hartree" % worst)
low = {name: np.linalg.eigvalsh(m)[0] for name, m in mats.items()}
for name, value in low.items():
    print("lowest eigenvalue, %s: %.5f hartree" % (name, value))
assert min(low.values()) > 0
assert low["real triplet"] <= low["real singlet"]

# conjugating only the beta orbitals must leave the energy unchanged
alpha, beta = [np.linalg.qr(rng.normal(size=(water.n, no))
                            + 1j * rng.normal(size=(water.n, no)))[0]
               for _ in range(2)]
change = (water.energy(collinear(alpha, beta.conj()))
          - water.energy(collinear(alpha, beta)))
assert abs(change) < 1e-9
print("energy change, beta conjugated: %.1e hartree" % change)

# ---- the eight classes from random rotations ------------------------------
# switches: imaginary s; real t_x, t_y, t_z; imaginary t_x, t_y, t_z
found = {}
for bits in itertools.product([0, 1], repeat=7):
    s = 0.4 * (rng.normal(size=(3, 2)) + 1j * bits[0] * rng.normal(size=(3, 2)))
    t = np.array([0.4 * (bits[1 + k] * rng.normal(size=(3, 2))
                         + 1j * bits[4 + k] * rng.normal(size=(3, 2)))
                  for k in range(3)])
    mark = signature(rotated(s, t))
    assert mark in CLASS
    found[bits] = CLASS[mark]
expected = {(0, 0, 0, 0, 0, 0, 0): "TICS", (1, 0, 0, 0, 0, 0, 0): "CCW",
            (0, 0, 0, 1, 0, 0, 0): "ASDW", (0, 0, 0, 0, 0, 0, 1): "ASCW",
            (0, 0, 0, 1, 0, 0, 1): "ASW", (1, 0, 0, 1, 0, 0, 0): "ASW",
            (1, 0, 0, 0, 0, 0, 1): "ASW", (0, 0, 0, 0, 1, 1, 1): "TSCW",
            (0, 1, 0, 1, 0, 1, 0): "TSDW", (0, 1, 1, 1, 0, 0, 0): "TSW",
            (1, 1, 1, 1, 1, 1, 1): "TSW"}
for bits, name in expected.items():
    assert found[bits] == name, (bits, found[bits], name)
counts = Counter(found.values())
assert len(counts) == 8
print("CLASSES among %d on/off patterns of Z" % len(found))
print(", ".join("%s %d" % (name, counts[name]) for name in CLASS.values()))

# ---- worked example: closed-shell NH --------------------------------------
BOND = 1.04


def pi_orbitals(system):
    """Core orbitals, occupied pi_x and its copy turned into the y direction."""
    nocc = system.nocc
    weight = np.sum(system.C[system.px, :nocc]**2, axis=0)
    k = int(np.argmax(weight))
    turned = np.zeros(system.n)
    turned[system.py] = system.C[system.px, k]
    y = system.C.T @ system.S @ turned
    unit = np.eye(system.n)
    core = unit[:, [i for i in range(nocc) if i != k]]
    return k, core, unit[:, k], y


def pair(core, a, b):
    return collinear(np.column_stack([core, a]), np.column_stack([core, b]))


def four_solutions(core, x, y):
    plus = (x + 1j * y) / np.sqrt(2)
    return {"TICS": pair(core, x, x), "CCW": pair(core, plus, plus),
            "ASCW": pair(core, plus, plus.conj()), "ASDW": pair(core, x, y)}


def report_stability(system, k, y):
    matrices = system.stability()
    mode = np.zeros((system.n - system.nocc, system.nocc))
    mode[:, k] = y[system.nocc:]
    # turning the pi orbital about the bond costs no energy
    assert np.linalg.norm(matrices["real singlet"] @ mode.ravel()) < 1e-5
    for name, m in matrices.items():
        w = np.linalg.eigvalsh(m)
        print("%s: lowest %.5f hartree, %d below -1e-5"
              % (name, w[0], np.sum(w < -1e-5)))
    return matrices, mode.ravel()


nh = System("N 0 0 0; H 0 0 %f" % BOND, "sto-3g", pi_x_pair=True)
k, core, x, y = pi_orbitals(nh)
print("NH, STO-3G, bond %.2f angstrom" % BOND)
print("RHF energy: %.6f hartree" % nh.e_rhf)
matrices, mode = report_stability(nh, k, y)


def coulomb(a, b, c, d):
    return np.einsum("pqrs,p,q,r,s->", nh.eri, a, b, c, d, optimize=True)


Jxx, Jxy, K = coulomb(x, x, x, x), coulomb(x, x, y, y), coulomb(x, y, x, y)
assert abs(Jxx - Jxy - 2 * K) < 1e-9
print("(xx|xx), (xx|yy): %.6f, %.6f hartree" % (Jxx, Jxy))
print("K = (xy|xy): %.6f hartree = %.4f eV" % (K, K * HARTREE_EV))
factor = {"real singlet": 0, "real triplet": -4,
          "imag singlet": -2, "imag triplet": -2}
for name, m in matrices.items():
    value = mode @ m @ mode
    assert np.linalg.norm(m @ mode - value * mode) < 1e-6
    assert abs(value - factor[name] * K) < 1e-6
    print("pi_x to pi_y, %s: %.6f hartree" % (name, value + 0.0))

# finite rotations by an angle theta
theta = 0.3
c, sn = np.cos(theta), np.sin(theta)
paths = {"real singlet": (c * x + sn * y, c * x + sn * y, 0),
         "real triplet": (c * x + sn * y, c * x - sn * y, 2),
         "imag singlet": (c * x + 1j * sn * y, c * x + 1j * sn * y, 1),
         "imag triplet": (c * x + 1j * sn * y, c * x - 1j * sn * y, 1)}
for name, (a, b, weight) in paths.items():
    dE = nh.energy(pair(core, a, b)) - nh.e_rhf
    assert abs(dE + weight * K * np.sin(2 * theta)**2) < 1e-7
    print("rotation by %.1f rad, %s: %.6f hartree" % (theta, name, dE + 0.0))

# explicit solutions, their class and their orbital angular momentum
rot_z = nh.mol.intor("int1e_cg_irxp", comp=3)[2]
Lz = -1j * nh.C.T @ rot_z @ nh.C
drop = {"TICS": 0, "CCW": 1, "ASCW": 1, "ASDW": 2}
for name, P in four_solutions(core, x, y).items():
    assert CLASS[signature(P)] == name
    assert nh.residual(P) < 1e-6
    dE = nh.energy(P) - nh.e_rhf
    assert abs(dE + drop[name] * K) < 1e-7
    la, lb = [np.trace(Lz @ P[q, :, q, :]).real for q in (0, 1)]
    size = 1.0 if name in ("CCW", "ASCW") else 0.0
    assert abs(abs(la) - size) < 1e-6
    assert abs(lb - (la if name == "CCW" else -la)) < 1e-6
    print("%s: dE %.6f hartree, Lz up %.2f, down %.2f hbar"
          % (name, dE + 0.0, round(la, 6) + 0.0, round(lb, 6) + 0.0))
high = collinear(np.column_stack([core, x, y]), core)
dE = nh.energy(high) - nh.e_rhf
assert CLASS[signature(high)] == "ASDW"
assert abs(dE + 3 * K) < 1e-7
print("high spin, same core (ASDW): dE %.6f hartree" % dE)

# ---- the same molecule with relaxed orbitals in a larger basis ------------


def relax(system, P, shift=0.3):
    """Self-consistent spinor orbitals; the level shift steadies the cycle."""
    m = 2 * system.n
    for cycle in range(500):
        if system.residual(P) < 1e-7:
            return P
        F = system.fock_energy(P)[0].reshape(m, m)
        F = F + shift * (np.eye(m) - P.reshape(m, m))
        vec = np.linalg.eigh(0.5 * (F + F.conj().T))[1]
        P = density(vec[:, :2 * system.nocc], system.n)
    raise AssertionError("self-consistency not reached")


big = System("N 0 0 0; H 0 0 %f" % BOND, "6-31g", pi_x_pair=True)
k, core, x, y = pi_orbitals(big)
print("NH, 6-31G, bond %.2f angstrom" % BOND)
print("RHF energy: %.6f hartree" % big.e_rhf)
report_stability(big, k, y)
relaxed = {}
for name, P in four_solutions(core, x, y).items():
    P = relax(big, P)
    assert CLASS[signature(P)] == name
    relaxed[name] = big.energy(P) - big.e_rhf
    print("%s relaxed: dE %.6f hartree = %.4f eV"
          % (name, relaxed[name] + 0.0, relaxed[name] * HARTREE_EV + 0.0))
assert abs(relaxed["TICS"]) < 1e-8
assert abs(relaxed["CCW"] - relaxed["ASCW"]) < 1e-8
assert relaxed["ASDW"] < relaxed["CCW"] < -1e-4

print("finished without a failed check")
```

It prints:

```
WATER, 6-31G, bonds 0.96 and 1.044 angstrom
mixed rotation, E2 from energies: 5.1592493 hartree
mixed rotation, E2 from matrices: 5.1592493 hartree
largest deviation, six rotations: 7.4e-09 hartree
lowest eigenvalue, real singlet: 0.33576 hartree
lowest eigenvalue, real triplet: 0.23707 hartree
lowest eigenvalue, imag singlet: 0.30066 hartree
lowest eigenvalue, imag triplet: 0.30066 hartree
energy change, beta conjugated: 0.0e+00 hartree
CLASSES among 128 on/off patterns of Z
TICS 1, CCW 1, ASCW 3, ASDW 3, ASW 12, TSCW 4, TSDW 12, TSW 92
NH, STO-3G, bond 1.04 angstrom
RHF energy: -54.134485 hartree
real singlet: lowest -0.00000 hartree, 0 below -1e-5
real triplet: lowest -0.16447 hartree, 2 below -1e-5
imag singlet: lowest -0.08224 hartree, 1 below -1e-5
imag triplet: lowest -0.08224 hartree, 1 below -1e-5
(xx|xx), (xx|yy): 0.762805, 0.680568 hartree
K = (xy|xy): 0.041119 hartree = 1.1189 eV
pi_x to pi_y, real singlet: -0.000000 hartree
pi_x to pi_y, real triplet: -0.164474 hartree
pi_x to pi_y, imag singlet: -0.082237 hartree
pi_x to pi_y, imag triplet: -0.082237 hartree
rotation by 0.3 rad, real singlet: 0.000000 hartree
rotation by 0.3 rad, real triplet: -0.026219 hartree
rotation by 0.3 rad, imag singlet: -0.013109 hartree
rotation by 0.3 rad, imag triplet: -0.013109 hartree
TICS: dE 0.000000 hartree, Lz up 0.00, down 0.00 hbar
CCW: dE -0.041119 hartree, Lz up 1.00, down 1.00 hbar
ASCW: dE -0.041119 hartree, Lz up 1.00, down -1.00 hbar
ASDW: dE -0.082237 hartree, Lz up 0.00, down 0.00 hbar
high spin, same core (ASDW): dE -0.123356 hartree
NH, 6-31G, bond 1.04 angstrom
RHF energy: -54.835584 hartree
real singlet: lowest -0.00000 hartree, 0 below -1e-5
real triplet: lowest -0.13624 hartree, 2 below -1e-5
imag singlet: lowest -0.06775 hartree, 1 below -1e-5
imag triplet: lowest -0.06775 hartree, 1 below -1e-5
TICS relaxed: dE -0.000000 hartree = -0.0000 eV
CCW relaxed: dE -0.033860 hartree = -0.9214 eV
ASCW relaxed: dE -0.033860 hartree = -0.9214 eV
ASDW relaxed: dE -0.068097 hartree = -1.8530 eV
finished without a failed check
```
